# The Scattering-In Term Omitted by the Self-Energy Relaxation-Time Approximation

An electron in a two-dimensional channel absorbs a phonon, moves to a state of higher energy, and soon emits a phonon again. Each event ends the occupation of a particular Bloch state, but need not end the motion along the channel: if the scattering is mostly forward, much of the velocity survives. The imaginary part of the electron self-energy gives the lifetime of the state. The mobility needs, in addition, an account of what the electron does after leaving it. The linearised Boltzmann equation shows which term carries that information.

Consider one band of a uniform crystal of area $A$, with energies $\varepsilon_k$ and velocities $v_k=\nabla_k\varepsilon_k$. Hartree atomic units are used and the electron charge is $-1$. The actual occupation of a state of given spin is $F_k$, and its equilibrium value is

$$f_k=\frac{1}{e^{\beta(\varepsilon_k-\zeta)}+1},\qquad \beta=\frac1{k_BT},$$

with chemical potential $\zeta$. The phonons stay in equilibrium, so phonon drag is excluded. Scattering conserves spin and is weak enough for successive collisions to be independent and for the golden rule to hold.

The coupling is $\sum g\,c^\dagger_{k'}c_k(a_q+a^\dagger_{-q})$ with $k'=k+q$. The same $g$ therefore governs absorption of phonon $q$ and emission of phonon $-q$. Hermiticity makes $|g|^2$ equal for $k\to k'$ and $k'\to k$, and time reversal gives $\omega_q=\omega_{-q}$. With $N=1/(e^{\beta\omega}-1)$, the rate from $k$ to $k'$ is

$$W_{kk'}=2\pi\sum|g|^2\big[(N+1)\,\delta(\varepsilon_{k'}-\varepsilon_k+\omega)+N\,\delta(\varepsilon_{k'}-\varepsilon_k-\omega)\big].$$

The first part is emission, the second absorption, and the sum runs over phonon branches. An electron can enter only an empty state, so collisions change $F_k$ at the rate

$$C_k=\sum_{k'}\big[F_{k'}(1-F_k)W_{k'k}-F_k(1-F_{k'})W_{kk'}\big].$$

In equilibrium each pair of terms cancels. For emission, $\varepsilon_{k'}=\varepsilon_k-\omega$ and $W_{kk'}/W_{k'k}=(N+1)/N=e^{\beta\omega}=e^{\beta(\varepsilon_k-\varepsilon_{k'})}$; absorption gives the same final expression. Since $(1-f_k)/f_k=e^{\beta(\varepsilon_k-\zeta)}$, this is the ratio required by detailed balance,

$$f_k(1-f_{k'})W_{kk'}=f_{k'}(1-f_k)W_{k'k}.$$

Now put $F_k=f_k+\delta f_k$ and keep first order. The occupation $F_k$ appears in both gain and loss, and differentiating both gives

$$\frac{\partial C_k}{\partial F_k}=-\sum_{k'}\big[f_{k'}W_{k'k}+(1-f_{k'})W_{kk'}\big]\equiv-\frac1{\tau_k}.$$

The derivative with respect to another occupation is

$$\frac{\partial C_k}{\partial F_{k'}}=(1-f_k)W_{k'k}+f_kW_{kk'}\equiv B_{kk'}.$$

The linear collision term is therefore

$$\delta C_k=-\frac{\delta f_k}{\tau_k}+\sum_{k'}B_{kk'}\,\delta f_{k'}.$$

The final sum is called the scattering-in term. Its two parts have different meanings. Extra electrons at $k'$ raise the number arriving at $k$, which gives $(1-f_k)W_{k'k}$. They also block departures from $k$ to $k'$, which gives $f_kW_{kk'}$. Conversely, $1/\tau_k$ contains a piece of the original gain, because an extra electron at $k$ blocks arrivals. The division is thus between the response to $\delta f_k$ and the response to all other $\delta f_{k'}$, not between the original gain and loss.

To write $1/\tau_k$ explicitly, collect the emission terms. There $W_{kk'}$ carries $N+1$ and the reverse process $N$, so the weight is $(1-f_{k'})(N+1)+f_{k'}N=N+1-f_{k'}$. For absorption it is $(1-f_{k'})N+f_{k'}(N+1)=N+f_{k'}$. Define the partial rate

$$\Gamma_{kk'}=2\pi\sum|g|^2\big[(N+1-f_{k'})\delta(\varepsilon_{k'}-\varepsilon_k+\omega)+(N+f_{k'})\delta(\varepsilon_{k'}-\varepsilon_k-\omega)\big],$$

so that $1/\tau_k=\sum_{k'}\Gamma_{kk'}$. In $B_{kk'}$ the factor $f_k$ multiplies $W_{kk'}$ and $1-f_k$ multiplies $W_{k'k}$, which gives $f_k(N+1)+(1-f_k)N=N+f_k$ for $\varepsilon_{k'}=\varepsilon_k-\omega$, and $N+1-f_k$ for $\varepsilon_{k'}=\varepsilon_k+\omega$.

This $1/\tau_k$ is the self-energy rate. In the equation of motion, $c_k$ is coupled by $g$ to operators $X=a\,c_{k'}$, of energy $\varepsilon_{k'}+\omega$, and $X=a^\dagger c_{k'}$, of energy $\varepsilon_{k'}-\omega$. The Hermitian-conjugate coupling $g^*X^\dagger c_k$ leads back to $c_k$, because

$$[X,X^\dagger c_k]=\{X,X^\dagger\}c_k-X^\dagger\{X,c_k\}=\{X,X^\dagger\}c_k .$$

To second order in $g$ the anticommutator is replaced by its equilibrium mean. For $X=ac_{k'}$ that mean is $(N+1)(1-f_{k'})+Nf_{k'}=N+1-f_{k'}$; for $X=a^\dagger c_{k'}$ it is $N(1-f_{k'})+(N+1)f_{k'}=N+f_{k'}$. Eliminating $X$ yields the Fan–Migdal self-energy at this order,

$$\Sigma_k(\varepsilon)=\sum|g|^2\left[\frac{N+1-f_{k'}}{\varepsilon-\varepsilon_{k'}-\omega+i0^+}+\frac{N+f_{k'}}{\varepsilon-\varepsilon_{k'}+\omega+i0^+}\right].$$

Since $\operatorname{Im}(x+i0^+)^{-1}=-\pi\delta(x)$, it follows that $-2\operatorname{Im}\Sigma_k(\varepsilon_k)=1/\tau_k$. The self-energy relaxation-time approximation, SERTA, keeps this rate and sets $\sum_{k'}B_{kk'}\delta f_{k'}$ to zero.

What is lost can be seen from particle number. Summing $B$ over its first index gives

$$\sum_kB_{kk'}=\sum_k\big[(1-f_k)W_{k'k}+f_kW_{kk'}\big]=\frac1{\tau_{k'}},$$

which is the definition of $1/\tau$ with the labels exchanged. Hence $\sum_k\delta C_k=0$ for any disturbance. Without $B$ the sum is $-\sum_k\delta f_k/\tau_k$, and a disturbance that adds electrons would lose them. In a uniform field, with $\varepsilon_k=\varepsilon_{-k}$ and $\tau_k=\tau_{-k}$, the SERTA response is odd in $k$ and this sum vanishes. Number conservation then does not reveal the error, but the current can still be wrong.

For the steady state in a field $E$, the electron charge gives $\dot k=-E$, and to first order the drift term is $-E\cdot\nabla_kf_k=-E\cdot v_k\,\partial f_k/\partial\varepsilon_k$. It must equal $\delta C_k$. Write the response through a vector $\lambda_k$ with the dimension of length,

$$\delta f_k=E\cdot\lambda_k\frac{\partial f_k}{\partial\varepsilon_k}=-\beta f_k(1-f_k)\,E\cdot\lambda_k .$$

For $\lambda_k$ along $v_k$, states moving against the field gain electrons, as they should for negative charge. Substitution, followed by division by $\beta f_k(1-f_k)$, gives

$$v_k=\frac{\lambda_k}{\tau_k}-\sum_{k'}B_{kk'}\frac{f_{k'}(1-f_{k'})}{f_k(1-f_k)}\lambda_{k'} .$$

Detailed balance simplifies the last factor. Applying it to the part of $B$ containing $W_{k'k}$,

$$\begin{aligned}
B_{kk'}f_{k'}(1-f_{k'})&=f_kf_{k'}(1-f_{k'})W_{kk'}+(1-f_{k'})\,f_{k'}(1-f_k)W_{k'k}\\
&=f_k(1-f_{k'})W_{kk'}\,[f_{k'}+(1-f_{k'})]\\
&=f_k(1-f_{k'})W_{kk'} .
\end{aligned}$$

The partial rate, multiplied by its own thermal factor, gives the same quantity:

$$\begin{aligned}
f_k(1-f_k)\Gamma_{kk'}&=f_k(1-f_k)(1-f_{k'})W_{kk'}+f_k\,f_{k'}(1-f_k)W_{k'k}\\
&=f_k(1-f_{k'})W_{kk'}\,[(1-f_k)+f_k].
\end{aligned}$$

The factor multiplying $\lambda_{k'}$ is therefore $\Gamma_{kk'}$, and the linearised Boltzmann equation becomes

$$\boxed{\;\sum_{k'}\Gamma_{kk'}(\lambda_k-\lambda_{k'})=v_k\;}\qquad\text{or}\qquad \lambda_k=\tau_kv_k+\tau_k\sum_{k'}\Gamma_{kk'}\lambda_{k'} .$$

SERTA is $\lambda_k=\tau_kv_k$. In this representation it omits $\sum_{k'}\Gamma_{kk'}\lambda_{k'}$, built from the very partial rates whose sum it retains.

These identities were tested on nine states with random symmetric couplings of order one and energies at multiples of $\omega$. Finite differences of the nonlinear $C_k$ reproduced the diagonal and off-diagonal coefficients, with a largest absolute discrepancy of about $10^{-13}$; the conservation sum and the relation between $B$ and $\Gamma$ were confirmed as well.

The current density, with two spins, is $-(2/A)\sum_kv_k\delta f_k$, and the electron density is $n=(2/A)\sum_kf_k$. For an isotropic band the mobility is

$$\mu=\frac{\beta\sum_kf_k(1-f_k)\,v_{k,x}\lambda_{k,x}}{\sum_kf_k}.$$

Insert the boxed equation for $v_{k,x}$. Because $P_{kk'}=f_k(1-f_k)\Gamma_{kk'}$ equals $f_k(1-f_{k'})W_{kk'}$, it is symmetric by detailed balance. Averaging the double sum with its copy in which $k$ and $k'$ are exchanged gives

$$\sum_kf_k(1-f_k)v_{k,x}\lambda_{k,x}=\frac12\sum_{kk'}P_{kk'}(\lambda_{k,x}-\lambda_{k',x})^2\ge0 .$$

A collision contributes to this sum, which is proportional to the Joule heat, through the change it makes in $\lambda$. A collision that leaves $\lambda$ unchanged costs nothing here, although it counts fully in $1/\tau$.

In a dilute gas the omitted term has a direct reading in time. There $f\to0$ and $\Gamma_{kk'}\to W_{kk'}$. Let $V_k(t)$ be the mean velocity at time $t$ of an electron that started in $k$. Conditioning on the first short interval gives $dV_k/dt=-\sum_{k'}W_{kk'}(V_k-V_{k'})$. If collisions eventually erase the velocity, integration from $V_k(0)=v_k$ to zero shows that $\int_0^\infty V_k\,dt$ satisfies the boxed equation. That equation fixes $\lambda_k$ only up to a constant on each set of connected states; such a constant gives a $\delta f_k$ even in $k$ and carries no current. Both $\lambda_k$ and $\int_0^\infty V_k\,dt$ are odd in $k$, which removes it. Thus $\lambda_k$ is the mean displacement due to the initial velocity, and

$$\mu=\beta\int_0^\infty\langle v_x(0)v_x(t)\rangle\,dt .$$

The chance of no collision before $t$ is $e^{-t/\tau_k}$, so the part accumulated before the first collision is $\int_0^\infty v_ke^{-t/\tau_k}dt=\tau_kv_k$. That is SERTA. The omitted term is the velocity correlation that remains after the first collision.

For a concrete case take $\varepsilon=k^2/2m$ and one dispersionless optical phonon, with

$$|g|^2=\frac{G^2}{A}S(q),\qquad S(q)=\frac1{(1+r_0q)^2}.$$

This shape follows from electrostatics. A longitudinal ionic polarisation $P$ per unit area carries charge $-iqP$. A sheet of electronic polarisability $\chi$ adds the charge $-q^2\chi\phi$, where $\phi$ is the potential. In vacuum $\phi=(2\pi/q)(-iqP-q^2\chi\phi)$, so $\phi=-2\pi iP/(1+r_0q)$ with $r_0=2\pi\chi$. The same field makes the phonon frequency depend on $q$; the model leaves that out, together with free-carrier screening, acoustic phonons, impurities and other valleys.

By isotropy $\lambda_k=\lambda(\varepsilon)\hat k$. In the omitted sum the component of $\hat k'$ perpendicular to $\hat k$ cancels between $\theta$ and $-\theta$, leaving $\cos\theta$. The density of final states is

$$\sum_{k'}=\frac{A}{(2\pi)^2}\int k'dk'd\theta=\frac{Am}{2\pi}\int d\varepsilon'\int_0^{2\pi}\frac{d\theta}{2\pi},$$

so the factor $2\pi G^2/A$ in the rate becomes $mG^2$. A phonon links only energies $\varepsilon_i=\varepsilon_0+i\omega$, with $0\le\varepsilon_0<\omega$. Let $s_{ij}$ and $c_{ij}$ be the angular means of $S$ and $S\cos\theta$ between energies $i$ and $j$. Then

$$\frac{\lambda_i}{\tau_i}=v_i+mG^2\big[(N+f_{i+1})c_{i,i+1}\lambda_{i+1}+(N+1-f_{i-1})c_{i,i-1}\lambda_{i-1}\big],$$

and $1/\tau_i$ is the bracket multiplied by $mG^2$, with $c$ replaced by $s$ and the $\lambda$ factors removed. The emission term is absent for $i=0$. Each starting energy gives a tridiagonal set of equations, and the mobility follows by integrating over $\varepsilon_0$.

The sign of $c_{ij}$ depends on the coupling. Since the mean of $\cos\theta$ is zero, $c_{ij}$ is the mean of $[S(\theta)-S(\pi/2)]\cos\theta$. If $S$ falls as $q$ grows, it falls as $\theta$ goes from $0$ to $\pi$, both factors have the same sign, and $c_{ij}>0$. Iterating the equation from $\tau_iv_i$ then adds positive terms, so SERTA is too small. If $S$ is constant, $c_{ij}=0$ and SERTA solves the equation. If $S=(bq)^2$, then $q^2=k_i^2+k_j^2-2k_ik_j\cos\theta$ gives $c_{ij}=-b^2k_ik_j$, and the first correction is negative. The full solution for this shape, given below, has a smaller mobility than SERTA, so SERTA is not a general lower bound.

Take $m=0.5$, $T=300$ K ($k_BT=25.9$ meV), $\omega=30$ meV, $G=0.1$ hartree bohr, $r_0=100$ bohr and $n=5\times10^{12}$ cm$^{-2}$. Then $N=0.4563$ and $mG^2=5.0\times10^{-3}$ a.u. For an electron at 15 meV, absorption leads to 45 meV, where $f_1=0.2110$. With $s_{01}=0.04787$,

$$\frac1{\tau_0}=5.0\times10^{-3}\,(0.4563+0.2110)\,(0.04787)=1.597\times10^{-4}\ \text{a.u.},$$

so $\tau_0=6261$ a.u. The velocity is $v_0=0.04696$ a.u., and SERTA gives $\lambda_0=\tau_0v_0=294$ bohr.

The omitted term uses $c_{01}=0.02197$ in place of $s_{01}$, which makes the rate $7.33\times10^{-5}$ a.u. The full solution has $\lambda_1=560.5$ bohr, so the term is $0.04109$ a.u., nearly as large as $v_0$ itself. Hence

$$\lambda_0=6261\,(0.04696+0.04109)=551\ \text{bohr}.$$

As a test, the full solution on this ladder, which starts at 15 meV, was inserted into the nonlinear collision integral with all angles resolved. It balanced the drift term to rounding error. On the same ladder, the SERTA solution left a largest imbalance of 66% of the largest drift term (the figure depends on the starting energy), and this imbalance agreed with $\sum_{k'}\Gamma_{kk'}\tau_{k'}v_{k'}$ times the thermal factor.

With this coupling, unscreened by the carriers, the mobility is 726 cm$^2$/(V s), or $1.71\times10^4$ a.u., against 307 cm$^2$/(V s) in SERTA, which is 58% below the full value. In the dilute limit the two are 792 and 400 cm$^2$/(V s). Random trajectories, which do not use the ladder equations, gave $787.5\pm3.5$ for the whole velocity correlation and $400.5\pm0.8$ for the part before the first collision, with one standard error quoted. Both agree within the statistical scatter and confirm the reading in time.

An intermediate approximation weights each partial rate by $1-\cos\theta$. Its justification is clearest in the elastic limit. When $\omega\ll k_BT$ and $\lambda$ varies little over an energy $\omega$, one may set $\lambda_{i\pm1}=\lambda_i$. Emission and absorption each have weight close to $N\approx k_BT/\omega$, and the equation collapses to

$$\lambda=v\,\tau_{\rm tr},\qquad \frac1{\tau_{\rm tr}}=2mG^2\frac{k_BT}{\omega}\,\big\langle S(1-\cos\theta)\big\rangle_\theta .$$

The $-\cos\theta$ is the scattering-in term, which has not disappeared but has become local in energy. With $\omega=k_BT/50$ and an electron energy near $2k_BT$, the full path agreed with this formula to 0.03%.

At $\omega=30$ meV the replacement $\lambda_{i\pm1}=\lambda_i$ is an approximation, since $\lambda$ rises from 551 to 1035 bohr over the first four energies of the ladder. The $1-\cos\theta$ weighting gives 791 cm$^2$/(V s), 9% above the full result. For $S=(bq)^2$ with $b=5$ bohr it gives 111, below the full 119, while SERTA gives 161. The weighting captures the direction of the correction in both cases, but its remaining error changes sign.

As the density rises from the dilute limit to $10^{13}$ cm$^{-2}$, the ratio of SERTA to full mobility falls from 0.50 to 0.36. The full mobility itself is not monotonic: among the four densities computed it is smallest at $5\times10^{12}$ cm$^{-2}$. These calculations do not isolate the cause. The trend belongs to the model with fixed $G$ and $r_0$, and so does the sign of the SERTA error at these densities. Static long-wavelength screening by the carriers adds $\kappa/q$ to the denominator $1+r_0q$, with $\kappa=2\pi\,dn/d\zeta=2mf(0)$ and $f(0)$ the occupation at the band edge. At $5\times10^{12}$ cm$^{-2}$, $\kappa=0.60$ bohr$^{-1}$, so at $q=0.04$ bohr$^{-1}$ the added term is about 15 against $1+r_0q=5$. The screened $S$ then rises with $q$ up to $\sqrt{\kappa/r_0}=0.078$ bohr$^{-1}$, beyond the largest transfer $k_0+k_1=0.064$ bohr$^{-1}$ of the lowest step, and the sign argument above gives $c_{01}<0$. Scattering is no longer mostly forward, and SERTA can lie above the full mobility, as for $S=(bq)^2$. The unscreened results describe a real channel only at low carrier density, of order $10^{11}$ cm$^{-2}$ or below for these parameters.

Increasing $r_0$ to 300 bohr lowers the ratio to 0.34, whereas $r_0=0$ makes the coupling independent of angle and the two mobilities coincide. That last case checks the algebra but is not a physical prediction. At 45 meV its rate is $5.0\times10^{-3}\,[(0.4563+0.0773)+(1.4563-0.4604)]=7.6\times10^{-3}$ a.u., about seven times the phonon energy, and well-defined states between collisions no longer exist. For $r_0=100$ bohr the corresponding ratio is 0.32, so even there the golden rule is only moderately well satisfied. For $S=(bq)^2$ with $b=5$ bohr it is 0.52 and grows with energy; there only the ratios of the mobilities, which do not depend on $b$, carry meaning. Solving for the scattering-in term removes the SERTA error within the Boltzmann equation; it does not repair the assumption of independent collisions on which that equation rests. The numerical output lists the remaining values.

## Table of computed values

```
effective mass: 0.5 electron masses
temperature: 300 K; kT = 25.852 meV
phonon energy: 30.0 meV; occupation N = 0.4563
coupling G: 0.1 hartree bohr; r0: 100 bohr
base rate m G^2: 5.0000e-03 a.u.
density: 5.0e+12 cm^-2
chemical potential: 10.899 meV above band edge
ladder: energy meV | f | v a.u. | tau a.u. | path SERTA bohr | path full bohr
  15.0 | 0.4604 | 0.04696 | 6261.0 | 294.00 | 551.25
  45.0 | 0.2110 | 0.08133 | 2875.3 | 233.85 | 560.54
  75.0 | 0.0773 | 0.10500 | 2907.9 | 305.33 | 761.74
  105.0 | 0.0256 | 0.12424 | 3015.4 | 374.62 | 1034.85
lowest rung, angular mean of shape: 0.04787
lowest rung, mean of shape*cos: 0.02197
lowest rung, first-harmonic in-rate: 7.3300e-05 a.u.
lowest rung, omitted term: 0.04109 a.u.
second rung, 1/tau over phonon energy: 0.315
Jacobian, largest error: 1.1e-13
full solution, relative residual: 6.9e-15
SERTA solution, relative residual: 0.6582
elastic limit, full path / (1-cos) path: 0.99972
mobility in cm^2/(V s): SERTA | 1-cos weighting | full | SERTA/full
  density 1e+06 cm^-2: 399.8 | 886.8 | 792.3 | 0.5046
  density 1e+12 cm^-2: 372.5 | 849.7 | 766.5 | 0.4860
  density 5e+12 cm^-2: 306.7 | 791.0 | 725.8 | 0.4226
  density 1e+13 cm^-2: 290.8 | 881.2 | 798.1 | 0.3643
same columns at density 5e12 cm^-2, r0 varied
  r0 0 bohr: 13.1 | 13.1 | 13.1 | 1.0000
  r0 30 bohr: 71.1 | 124.7 | 119.8 | 0.5936
  r0 100 bohr: 306.7 | 791.0 | 725.8 | 0.4226
  r0 300 bohr: 1755.5 | 5772.6 | 5127.9 | 0.3424
coupling shape (b q)^2, b = 5 bohr, same columns
  160.6 | 111.1 | 119.0 | 1.3496
trajectories, dilute: 787.5 +- 3.5 cm^2/(V s)
trajectories up to first collision: 400.5 +- 0.8 cm^2/(V s)
main result, full mobility: 725.8 cm^2/(V s) = 17059 a.u.
```
